# Why force-gradient Kelvin detection suppresses the stray signal of the cantilever

**A Kelvin probe should report the contact potential under its tip, but the whole cantilever also feels the sample. Why does the cantilever disturb the reading much less when the force gradient is detected instead of the force?**

The apex is small and close, while the lever is large and distant. Their forces can be comparable, because the lever's area makes up for its distance. They differ in how quickly they change when the probe moves. A displacement of one nanometre is a sizeable part of the apex gap but a tiny part of the lever gap, so the apex force changes noticeably and the lever force hardly at all. A gradient detector responds to this change and therefore gives the lever little weight.

## What each detector weighs

Let the probe carry the voltage $V(t)=V_{dc}+V_{ac}\sin\omega t$. Region $i$ of the sample has mutual capacitance $C_i(z)$ with the probe, and $V_i$ is the probe voltage at which the field between them vanishes. It contains the contact potential and any applied bias. The height $z$ is counted away from the sample, so an attractive force is negative. Air is treated as vacuum, the surfaces as metals, and the fields as quasi-static.

The part of the field energy that depends on the probe voltage is $U=\tfrac12\sum_i C_i(V-V_i)^2$. When the probe moves by $dz$ at fixed voltages, the sources supply the work $\sum_i (V-V_i)^2\,dC_i=2\,dU$. Half of it stays in the field, and the other half is the mechanical work $F\,dz$. Hence $F=+dU/dz$, or

$$F=\tfrac12\sum_i C_i'\,(V-V_i)^2 ,$$

where a prime means $d/dz$. Energy between different sample regions does not contain $V$ and gives no signal at $\omega$. Expanding the square, the term linear in $\sin\omega t$ is $2(V_{dc}-V_i)V_{ac}\sin\omega t$, so the force amplitude at $\omega$ is

$$F_\omega=V_{ac}\sum_i C_i'\,(V_{dc}-V_i).$$

For gradient detection the lever, with spring constant $k$ and resonance $f_0$, is kept oscillating with a small displacement $x$, and $\omega$ is well below the resonance. The slow deflection of the probe by the modulated force itself is neglected until later. The force is then $F(z)+F'(z)x$, and the effective spring constant is $k-F'$. Since the frequency goes as the square root of the spring constant, to first order in $F'/k$

$$\Delta f=f_0\left(\sqrt{1-F'/k}-1\right)\approx-\frac{f_0}{2k}F' ,\qquad F'_\omega=V_{ac}\sum_i C_i''\,(V_{dc}-V_i).$$

Kelvin feedback adjusts $V_{dc}$ until the signal at $\omega$ vanishes. The two readings are

$$V_F=\frac{\sum_i C_i'V_i}{\sum_i C_i'},\qquad V_G=\frac{\sum_i C_i''V_i}{\sum_i C_i''} .$$

Both are weighted averages of the same potentials. Only the weights differ. The normalised weights add up to one, but the weight of a single sample region can be negative.

## Where the suppression comes from

Suppose that the apex sees a region at $V_A$ and the lever sees a region at $V_L$. Define the lever-to-apex weights $\rho_F=C_L'/C_A'$ and $\rho_G=C_L''/C_A''$. Either reading then has the form

$$V_{null}=\frac{V_A+\rho V_L}{1+\rho},\qquad V_{null}-V_A=-\frac{\rho}{1+\rho}(V_A-V_L).$$

For each part of the probe define the decay length $\ell=|C'|/C''$. A small displacement $dz$ changes that part's force by the fraction $dz/\ell$. Dividing the two weights gives

$$\frac{\rho_G}{\rho_F}=\frac{C_L''}{|C_L'|}\,\frac{|C_A'|}{C_A''}=\frac{\ell_A}{\ell_L}.$$

The lever loses relative weight whenever the apex force has the shorter decay length.

**The lever.** Take a rigid plate of area $A$ parallel to the sample, at the gap $h=H+z$, where $H$ is the tip height. With $C_L=\varepsilon_0A/h$,

$$C_L'=-\frac{\varepsilon_0A}{h^2},\qquad C_L''=\frac{2\varepsilon_0A}{h^3},\qquad \ell_L=\frac h2 .$$

**The apex.** Take a sphere of radius $R$ with $z\ll R$. At distance $r$ from the axis the local gap is $g\approx z+r^2/(2R)$, and the surfaces are nearly parallel where the force is large. Each area element is pulled with the pressure $\varepsilon_0V^2/(2g^2)$. Since $r\,dr=R\,dg$,

$$F=-\frac{\varepsilon_0V^2}{2}\int_0^\infty\frac{2\pi r\,dr}{g^2}=-\pi\varepsilon_0RV^2\int_z^\infty\frac{dg}{g^2}=-\frac{\pi\varepsilon_0RV^2}{z}.$$

Comparison with $F=\tfrac12C_A'V^2$ gives, to leading order in $z/R$,

$$C_A'\to-\frac{2\pi\varepsilon_0R}{z},\qquad C_A''\to\frac{2\pi\varepsilon_0R}{z^2},\qquad \ell_A\to z .$$

The weights and their quotient are therefore

$$\rho_F\to\frac{Az}{2\pi Rh^2},\qquad \rho_G\to\frac{Az^2}{\pi Rh^3},\qquad \frac{\rho_G}{\rho_F}\to\frac{2z}{h}.$$

The area and the radius cancel in the quotient. They set how strong the lever is in either mode, but not the factor by which its relative weight falls when the mode is changed.

## When the gap is not small compared with the radius

Real gaps are often a fair fraction of $R$, and then image charges give the sphere's capacitance. Put $D=R+z=R\cosh\alpha$. A charge $q_1=4\pi\varepsilon_0RV$ at the centre, at height $s_1=D$, brings the sphere to $V$. To keep the plane at zero, each charge $q_n$ at height $s_n$ needs a partner $-q_n$ at $-s_n$. To keep the sphere at $V$, that partner needs an image inside the sphere:

$$q_{n+1}=\frac{q_nR}{D+s_n},\qquad s_{n+1}=D-\frac{R^2}{D+s_n}.$$

The solution is $s_n=R\sinh\alpha\coth n\alpha$. It is right for $n=1$, and the addition theorem for $\sinh$ gives $D+s_n=R\sinh[(n+1)\alpha]/\sinh n\alpha$. Thus

$$s_{n+1}=R\left[\cosh\alpha-\frac{\sinh n\alpha}{\sinh(n+1)\alpha}\right]=R\sinh\alpha\coth(n+1)\alpha ,$$

where $\sinh n\alpha=\sinh[(n+1)\alpha]\cosh\alpha-\cosh[(n+1)\alpha]\sinh\alpha$ was used. The charge ratio is $q_{n+1}/q_n=\sinh n\alpha/\sinh(n+1)\alpha$, so $q_n=q_1\sinh\alpha/\sinh n\alpha$. The total charge divided by $V$ is

$$C_A=4\pi\varepsilon_0R\,S(\alpha),\qquad S=\sum_{n=1}^\infty\frac{\sinh\alpha}{\sinh n\alpha}.$$

Because $dz=R\sinh\alpha\,d\alpha$, the chain rule gives

$$C_A'=\frac{4\pi\varepsilon_0}{\sinh\alpha}\frac{dS}{d\alpha},\qquad C_A''=\frac{4\pi\varepsilon_0}{R\sinh^2\alpha}\left[\frac{d^2S}{d\alpha^2}-\coth\alpha\,\frac{dS}{d\alpha}\right].$$

The sums are differentiated term by term and added numerically.

The opposite limit, $z\gg R$, shows where the suppression ends. The first two terms of $S$ are $1+1/(2\cosh\alpha)=1+R/[2(R+z)]$. They give $C_A'\approx-2\pi\varepsilon_0R^2/(R+z)^2$ and hence $\ell_A\approx(R+z)/2$. The quotient becomes $\rho_G/\rho_F\approx(R+z)/(H+z)$. It remains small while $R+z\ll H$, but approaches one when the probe is withdrawn far beyond its own tip height. The plate law needs a lever that is wide compared with its gap, and the lever of the example below, only twice as wide as the tip is high, does not meet this condition there. The limit survives, because far from the plane a finite conductor has $C'\propto1/h^2$, as the sphere does, and so $\ell=h/2$. A numerical solution for a flat rectangle of that lever's size, combined with the lone sphere, gives a quotient of 0.48 at $z=15$ µm, 0.92 at 150 µm and 1.00 at 1.5 mm. Proximity of the apex is thus essential.

## Numbers for a probe over a device pad

Consider a metal-coated probe in air with $L=225$ µm, width $w=30$ µm, $H=15$ µm, $R=25$ nm, $k=3$ N/m and $f_0=75$ kHz. The gap is $z=10$ nm in both modes. The apex sees a pad at $V_A=0.5$ V, the lever sees surroundings at $V_L=0$, and $V_{ac}=1$ V.

For the lever, $A=6.75\times10^{-9}$ m² and $h=15.01$ µm. Per volt of offset $V_{dc}-V_i$, its signals are

$$|C_L'|V_{ac}=\frac{\varepsilon_0A}{h^2}V_{ac}=265\ \text{pN/V},\qquad C_L''V_{ac}=\frac{2\times265\ \text{pN/V}}{15.01\ \text{µm}}=0.0353\ \text{(mN/m)/V}.$$

For the apex, the image series gives 94.5 pN/V and 12.1 (mN/m)/V. The latter is a frequency signal of $f_0C_A''V_{ac}/(2k)=151$ Hz/V. Therefore

$$\rho_F=\frac{265.3}{94.5}=2.81,\qquad \rho_G=\frac{0.03535}{12.098}=0.0029 .$$

In force detection this flat lever outweighs the apex almost three to one. In gradient detection, with the deflection by the modulation neglected, it contributes about 0.3% of the apex signal. The decay lengths are 7.8 nm and 7505 nm, and their quotient is $1.04\times10^{-3}$. The near-sphere estimate $2z/h$ gives $1.33\times10^{-3}$. It is too large because $z/R=0.4$ is not small: the near-sphere law overestimates the apex force by 47%, but its gradient by only 15%.

The readings are

$$V_F=\frac{0.5\ \text{V}}{1+2.806}=0.131\ \text{V},\qquad V_G=\frac{0.5\ \text{V}}{1+0.00292}=0.4985\ \text{V}.$$

Relative to the pad potential, the errors are $-369$ mV and $-1.5$ mV. The error falls by a factor of about 250, although the relative weight falls by about 960. The reason is the factor $\rho/(1+\rho)$, which saturates when the lever dominates.

Solving $\rho=1$ with the full sphere gives the gap at which apex and flat lever weigh the same. It is 4.3 nm for the force and 114 nm for the gradient. With this flat, rigid lever, force detection at 10 nm is already on the wrong side of its limit, while gradient detection is well inside its own. For the tilted, bending lever treated below, the equal-force gap moves out to about 18 nm.

## What the two-part model leaves out

**Bending and tilt.** A real lever is clamped at one end. Let its first flexural mode move the point $x$ by $q\varphi(x)$, where $q$ is the tip displacement and $\varphi=1$ at the tip. For a local gap $g(x)$, differentiating $C_L=\varepsilon_0w\int dx/(g+q\varphi)$ at $q=0$ gives

$$\frac{dC_L}{dq}=-\varepsilon_0w\int\frac{\varphi}{g^2}dx,\qquad \frac{d^2C_L}{dq^2}=2\varepsilon_0w\int\frac{\varphi^2}{g^3}dx .$$

For a uniform clamped-free beam, the averages of $\varphi$ and $\varphi^2$ are 0.39 and 0.25, so bending favours the gradient mode further. A tilt of 12° also raises the clamped end, with $g=h+(L-x)\sin12^\circ$. Numerical integration with both effects lowers $\rho_F$ to 0.44 and $\rho_G$ to $2.7\times10^{-4}$. This assumes that the force signal, too, is read from motion in the first mode.

**The cone.** Between apex and lever stands a cone, here with half-angle $\theta=15^\circ$. Its force can be estimated from an ideal cone whose point touches the plane. The potential then depends only on the polar angle $\vartheta$ from the axis, and Laplace's equation reduces to $\sin\vartheta\,d\Phi/d\vartheta=\text{const}$. With $\Phi=V$ on the cone and zero on the plane,

$$\Phi=V\frac{\ln\tan(\vartheta/2)}{\ln\tan(\theta/2)},\qquad |E|_{\vartheta=\pi/2}=\frac{V}{r\,|\ln\tan(\theta/2)|}.$$

Let $\kappa=1/\ln^2\tan(\theta/2)=0.243$. The pressure $\varepsilon_0E^2/2$ is integrated over the plane from $r=z+R$, below which the apex takes over, to $r=H$. The force is $-\pi\varepsilon_0\kappa V^2\ln[H/(z+R)]$, so

$$C_c'\approx-2\pi\varepsilon_0\kappa\ln\frac{H}{z+R},\qquad C_c''\approx\frac{2\pi\varepsilon_0\kappa}{z+R}.$$

Relative to the apex, the cone weighs 0.87 in the force and 0.032 in the gradient. Its lower end is close to the sample and has a steep force of its own, so it is suppressed far less than the lever. The inner cutoff is a choice: replacing $z+R$ by $z+2R$ or $z+R/2$ in the gradient changes 0.032 to 0.019 or 0.050. The estimate is rough: a numerical field solution for the sphere joined to a tangent cone, closed by a flat top at height $H$, exceeds the lone sphere by 0.99 in the force and by 0.082 in the gradient. The cone's gradient comes from the sample close to the axis, so at this gap it is a stray signal only for a very small pad. In that solution the sample outside a radius of 35 nm carries a gradient weight of 0.031 relative to the sphere, which is the net of $+0.078$ from adding the cone and $-0.047$ that the lone sphere already has there. The outside weight passes through zero near 50 nm, reaches about $-0.003$ at 60 to 70 nm, and is below 0.002 in magnitude at 100, 150, 300, 1000 and 3000 nm. The force weight of the outside is still 0.74 at 50 nm and 0.35 at 300 nm. These force values depend on how the top of the cone is ended; joining it to a disc of radius 15 µm raises them by 0.33, of which 0.32 is the weight that the disc has on its own.

**Finite oscillation.** With $x=a\cos\phi$, the force component in phase with the motion replaces $F'$ by

$$F'_{eff}=\frac{1}{\pi a}\int_0^{2\pi}F(z+a\cos\phi)\cos\phi\,d\phi .$$

For $a=5$ nm about the same mean gap, the apex gradient grows by a factor of 1.26. The lever gradient is nearly unchanged because $a\ll h$, so at a fixed mean gap the oscillation helps the apex. If instead the closest approach is held at 10 nm, the factor is 0.46 and the apex loses weight.

**Deflection by the modulation.** The force also bends the probe slowly by $F/k$, which changes the gradient by $F''F/k$. This passes some of the lever's force into the gradient signal. Near the null $V-V_A\approx V_{ac}\sin\omega t$, so the apex gives $F''\approx\tfrac12C_A'''V_{ac}^2\sin^2\omega t$, while the lever force contains $C_L'(V_A-V_L)V_{ac}\sin\omega t$. Since $\sin^3\omega t$ contains $\tfrac34\sin\omega t$, the lever gains the weight

$$\Delta\rho_G\approx\frac{3V_{ac}^2}{8k}\,\frac{C_L'C_A'''}{C_A''}\approx\frac{3V_{ac}^2|C_L'|}{4kz},$$

where the last form uses the near-sphere law. For the flat lever this is about 0.007, more than the direct weight of 0.0029, and the gradient error grows from 1.5 mV to about 5 mV. This electrostatic weight falls as $V_{ac}^2$. A voltage-independent force adds a part $F''C_L'/(kC_A'')$ that does not fall with $V_{ac}$: non-retarded van der Waals attraction at this gap gives about 0.0016 per $10^{-19}$ J of Hamaker constant. A stiffer lever reduces both parts. For the cone and the tilted, bending lever together the electrostatic part is about 0.003. This is well below the cone's direct weight of 0.032 for a pad of radius near 35 nm, but for pads of radius 50 nm or more the deflection part, although it falls as the pad widens, is comparable with or larger than the direct stray weight.

**Smaller effects.** Fringing fields, found by solving numerically for the charge on a flat strip of the lever's width, multiply the flat lever's force by 1.20 and its gradient by 1.12. For the tilted, bending lever, whose gap exceeds its width towards the clamp, fringing raises $\rho_F$ from 0.44 to about 0.52 and $\rho_G$ from $2.7\times10^{-4}$ to $3.0\times10^{-4}$. With 1.5 V on both parts, an upper bound since near the gradient null the apex sees at most about 1 V, apex and flat lever deflect the probe statically by 0.135 nm, and $F'/k=0.0046$, which supports the first-order frequency formula. Thermal motion, $\sqrt{k_BT/k}$, is 0.037 nm at 300 K. The mean field at this bound is 1.5 MV/cm, but tunnelling through 10 nm is negligible: a 5 eV barrier, lowered on average by 0.75 eV, gives a semiclassical probability near $10^{-92}$.

## Beside a real measurement

The dimensions are rough typical values for a force-modulation type of probe. A gap of 10 nm is small for a force measurement made on a separate lifted pass, and a larger gap would raise $\rho_F$. For the gradient reading over a pad only about 35 nm in radius, the assumption that matters most is the missing cone; for the force reading, it is the flat, rigid lever. With the cone and the tilted, bending lever both seeing the surroundings, which corresponds to a pad of radius about $z+R=35$ nm, the readings become

$$V_F=\frac{0.5\ \text{V}}{1+0.868+0.439}=0.22\ \text{V},\qquad V_G=\frac{0.5\ \text{V}}{1+0.032+0.0003}=0.48\ \text{V}.$$

The gradient error is now about 16 mV instead of 1.5 mV, in this estimate nearly all of it from the cone. The field solution gives 0.22 V and about 15 mV for this pad, the latter as the net of the cone's positive and the sphere's negative outside weight. At the 10 nm gap this error is confined to very small pads: for pad radii from 50 nm to 3 µm the direct gradient error is at most about 1.4 mV, an overshoot near 60 to 70 nm, and the deflection by the modulation then matters about as much or more. The pad must grow with the gap: with a disc of radius 15 µm standing in for the lever, the error is about 40 mV for a 50 nm pad at a 30 nm gap and about 120 mV for a 100 nm pad at a 100 nm gap. A semiconductor whose depletion layer responds to $V$ would need a voltage-dependent capacitance, which is not included here.

For a fixed probe, a gap much smaller than the tip height and surroundings at one potential, gradient detection thus brings the reading closer to the potential under the apex for nearly every pad size. The exception is a narrow range around the pad radius at which the force weight of the outside passes through zero, near 30 µm when the cone and the tilted lever are added; at that radius the force reading is exact and the direct gradient error is below 0.01 mV. If the surroundings hold potentials both above and below that of the pad, their contributions to the force reading can cancel by accident, and the force reading can then be the closer one. This concerns the weighting of potentials, not the noise of the measurement, which also depends on bandwidth, quality factor and oscillation amplitude.

Numerical values quoted here were computed with a short program.
